# Classical Rotational Partition Function of a Nonlinear Rigid Molecule

## Definitions and conventions

A precursor molecule is treated as a rigid set of atoms with masses \(m_a\) and positions \(\mathbf r_a\) measured from the centre of mass. Its inertia tensor is

\[
\mathsf I=\sum_a m_a\left(r_a^2\,\mathsf 1-\mathbf r_a\mathbf r_a^{\mathsf T}\right).
\]

Its eigenvalues \(I_a,I_b,I_c\) are the principal moments, and its eigenvectors are the principal axes, fixed in the body. The molecule is nonlinear, so all three moments are positive.

Hartree atomic units are used, with \(\hbar=1\) and hence \(h=2\pi\). The symbol \(T\) stands for \(kT\), an energy in hartree. Entropy and heat capacity are in units of \(k\).

The symmetry number \(\sigma\) is the number of proper rotations, including the identity, that carry the equilibrium framework into itself when identical nuclei are not distinguished. Reflections and inversion are not counted. The partition function \(q\) refers to rotation alone: translation, vibration and the nuclear-spin degeneracy \(g=\prod_a(2s_a+1)\) are separate factors. The electronic-vibrational ground state is assumed nondegenerate and unchanged by the \(\sigma\) rotations. There is no external field, internal rotation or vibration-rotation coupling.

The result to be derived is

\[
q=\frac{\sqrt\pi}{\sigma}\,(2I_aT)^{1/2}(2I_bT)^{1/2}(2I_cT)^{1/2}
=\frac{\sqrt{8\pi I_aI_bI_cT^3}}{\sigma},
\]

valid when each \(2I_iT\) is large. In ordinary units each factor is \((2I_ikT/\hbar^2)^{1/2}\).

## Stage 1: one axis

Let a body turn about a fixed axis through an angle \(\alpha\), with moment \(I\) and angular momentum \(L\). The energy is \(L^2/(2I)\). With one state per phase-space area \(h=2\pi\),

\[
q_{\rm axis}=\frac1{2\pi}\int_0^{2\pi}d\alpha\int_{-\infty}^{\infty}dL\,e^{-L^2/(2IT)}
=\sqrt{2\pi IT}.
\]

The angle integral cancels \(2\pi\), and the Gaussian integral supplies the root.

The quantum levels are \(m^2/(2I)\) with integer \(m\). To compare, define the periodic function

\[
F(\alpha)=\sum_{l=-\infty}^{\infty}e^{-IT(\alpha+2\pi l)^2/2}.
\]

Its Fourier coefficients are integrals over one period of a sum of shifted Gaussians, which join into one integral over the whole line:

\[
\frac1{2\pi}\int_{-\infty}^{\infty}e^{-IT\alpha^2/2}e^{-im\alpha}\,d\alpha
=\frac{1}{\sqrt{2\pi IT}}\,e^{-m^2/(2IT)}.
\]

Writing \(F\) as its Fourier series therefore gives

\[
\sum_m e^{im\alpha}e^{-m^2/(2IT)}=\sqrt{2\pi IT}\sum_l e^{-IT(\alpha+2\pi l)^2/2}. \tag{1}
\]

At \(\alpha=0\) the left side is the quantum partition function. The term \(l=0\) on the right is the classical value, and the others are exponentially small when \(IT\gg1\). This confirms the phase-space cell \(h\).

**Symmetry in this case.** Suppose that a turn by \(2\pi/n\) exchanges identical spinless nuclei. The wavefunction \(e^{im\alpha}\) must be unchanged by that turn, so \(m=nj\) with integer \(j\). The exponent becomes \(-j^2n^2/(2IT)\), which is the original sum with \(IT\) replaced by \(IT/n^2\). Its classical limit is

\[
\sqrt{2\pi IT/n^2}=\frac{\sqrt{2\pi IT}}{n}.
\]

The division by \(n\) thus reflects missing levels: one in \(n\) survives.

**Cold limit.** As \(T\to0\), the quantum sum tends to 1 for every \(n\), because the state \(m=0\) is always allowed. The classical value tends to zero. The integral fails when \(IT\) falls well below 1, and the division by \(n\) fails when \(IT/n^2\) does. For one axis the requirement is mild: by equation (1) the relative error of the integral is about \(2e^{-2\pi^2IT}\), which is \(10^{-4}\) at \(IT=\tfrac12\), where the quantum sum is only 1.77.

## Stage 2: three equal moments

A spherical top has energies \(J(J+1)/(2I)\). For each \(J\) there are \(2J+1\) projections \(M\) on a space-fixed axis and, independently, \(2J+1\) projections \(K\) on a body-fixed axis. Before symmetry is imposed,

\[
q_1=\sum_{J=0}^{\infty}(2J+1)^2e^{-J(J+1)/(2IT)}.
\]

Set \(x=J+\tfrac12\). Then \((2J+1)^2=4x^2\) and \(J(J+1)=x^2-\tfrac14\), so

\[
q_1=e^{1/(8IT)}\sum_{x=\frac12,\frac32,\ldots}4x^2e^{-x^2/(2IT)}.
\]

The points have unit spacing and the summand is even in \(x\). The sum is therefore half of a midpoint sum over the whole line. To find the error of replacing it by an integral, put \(\alpha=\pi\) in equation (1) and replace \(IT\) there by \(b/(2\pi^2)\). With \(x\) running over all positive and negative half-integers, this gives

\[
\sum_x e^{-bx^2}=\sqrt{\frac{\pi}{b}}\sum_{m=-\infty}^{\infty}(-1)^m e^{-\pi^2m^2/b}.
\]

Applying \(-d/db\) to both sides brings down the factor \(x^2\) on the left. The term \(m=0\) on the right then gives the integral over the whole line. With \(b=1/(2IT)\) the other terms contain \(e^{-2\pi^2m^2IT}\), so for large \(IT\) the replacement error is exponentially small. From \(\int_0^\infty x^2e^{-ax^2}dx=\sqrt\pi/(4a^{3/2})\) with \(a=1/(2IT)\),

\[
q_1\simeq e^{1/(8IT)}\sqrt\pi\,(2IT)^{3/2}.
\]

The leading term is the proposed formula with equal moments and \(\sigma=1\). The first relative correction is \(1/(8IT)\), positive and inversely proportional to temperature.

## Stage 3: three different moments

### Kinetic energy and Euler angles

In rigid rotation each atom has velocity \(\boldsymbol\omega\times\mathbf r_a\). Using \(|\boldsymbol\omega\times\mathbf r|^2=\omega^2r^2-(\boldsymbol\omega\cdot\mathbf r)^2\),

\[
\mathcal K=\frac12\sum_a m_a|\boldsymbol\omega\times\mathbf r_a|^2
=\frac12\boldsymbol\omega^{\mathsf T}\mathsf I\boldsymbol\omega
=\frac12\sum_i I_i\omega_i^2,
\]

where the last form uses components along the principal axes.

Let the orientation be \(R=R_z(\phi)R_x(\theta)R_z(\psi)\), with \(0\le\phi,\psi<2\pi\) and \(0\le\theta\le\pi\). The product rule applied to \(R^{\mathsf T}\dot R\) gives three contributions to the angular velocity: rate \(\dot\phi\) about the space \(z\) axis, \(\dot\theta\) about the intermediate \(x\) axis, and \(\dot\psi\) about the body \(z\) axis. In body components these axes are

\[
R^{\mathsf T}\mathbf e_z=\begin{pmatrix}\sin\theta\sin\psi\\ \sin\theta\cos\psi\\ \cos\theta\end{pmatrix},\quad
R_z(\psi)^{\mathsf T}\mathbf e_x=\begin{pmatrix}\cos\psi\\-\sin\psi\\0\end{pmatrix},\quad
\mathbf e_z=\begin{pmatrix}0\\0\\1\end{pmatrix}.
\]

They are the columns of the matrix \(B\) in \(\boldsymbol\omega=B\dot{\mathbf Q}\), where \(\mathbf Q=(\phi,\theta,\psi)\). Expanding the determinant along the third column,

\[
\det B=-\sin\theta\sin^2\psi-\sin\theta\cos^2\psi=-\sin\theta.
\]

The sign records the ordering of the coordinates. A volume element needs the absolute value, \(\sin\theta\).

### Canonical momenta and the integral

The canonical momenta are

\[
\mathbf p=\frac{\partial\mathcal K}{\partial\dot{\mathbf Q}}
=B^{\mathsf T}\mathsf I\boldsymbol\omega=B^{\mathsf T}\mathbf L,
\qquad L_i=I_i\omega_i.
\]

Hence \(H=\sum_iL_i^2/(2I_i)\) and, at fixed angles, \(d^3p=\sin\theta\,d^3L\). This Jacobian matters because the body components \(L_i\) are not canonical momenta of the Euler angles. For labelled nuclei,

\[
\begin{aligned}
q_1&=\frac1{(2\pi)^3}\int d\phi\,d\theta\,d\psi\int d^3p\,e^{-H/T}\\
&=\frac1{(2\pi)^3}
\left[\int_0^{2\pi}d\phi\int_0^\pi\sin\theta\,d\theta\int_0^{2\pi}d\psi\right]
\prod_i\int_{-\infty}^{\infty}dL_i\,e^{-L_i^2/(2I_iT)}\\
&=\frac{8\pi^2}{8\pi^3}\prod_i\sqrt{2\pi I_iT}
=\frac{\pi^{3/2}}{\pi}\prod_i\sqrt{2I_iT}
=\sqrt\pi\prod_i\sqrt{2I_iT}.
\end{aligned}
\]

The three factors \(\sqrt2\) combine to \(\sqrt8\), which gives \(q_1=\sqrt{8\pi I_aI_bI_cT^3}\).

### Why the phase-space cell is right here too

Near a given orientation, describe small turns about the principal axes by angles \(\chi_i\). To leading order at high temperature the quantum operators are \(L_i\simeq-i\,\partial/\partial\chi_i\), as for free motion in flat space. The thermal kernel \(\rho=e^{-H/T}\) for a small displacement is then

\[
\rho(\boldsymbol\chi)\simeq\prod_i\int\frac{dL_i}{2\pi}\,e^{iL_i\chi_i-L_i^2/(2I_iT)}
=\prod_i\sqrt{\frac{I_iT}{2\pi}}\,e^{-I_iT\chi_i^2/2}. \tag{2}
\]

Its angular width about axis \(i\) is \(1/\sqrt{I_iT}\). When all widths are small, the curvature of the space of orientations is not felt. The trace is \(\rho(0)\) times the total volume \(\int d^3\chi=\int\sin\theta\,d\phi\,d\theta\,d\psi=8\pi^2\):

\[
8\pi^2\frac{\sqrt{I_aI_bI_cT^3}}{(2\pi)^{3/2}}
=\sqrt{8\pi I_aI_bI_cT^3}.
\]

This agrees with the phase-space integral.

### Limit of a nearly linear molecule

Let \(I_b=I_c=I\). The formula factors as

\[
q_1=(2IT)\,\sqrt{2\pi I_aT}.
\]

The second factor is the one-axis result of Stage 1, for spinning about the \(a\) axis. As \(I_a\to0\) it tends to zero, but the true spinning sum tends to 1, since only its ground state is occupied. The other factor is the linear-rotor value: replacing the sum over \(J\) by an integral with \(u=J(J+1)\),

\[
\sum_J(2J+1)e^{-J(J+1)/(2IT)}\simeq\int_0^\infty du\,e^{-u/(2IT)}=2IT.
\]

A linear molecule therefore needs its own formula. Setting one moment to zero in the nonlinear formula violates the condition \(2I_aT\gg1\).

## Stage 4: identical nuclei

### Classical count

The integral for \(q_1\) runs over all orientations of a molecule with labelled nuclei. Turning the framework by one of its \(\sigma\) symmetry rotations gives a different set of Euler angles but the same physical arrangement of unlabelled nuclei. Each arrangement has been counted \(\sigma\) times, with the same energy each time. Hence \(q=q_1/\sigma\).

### Quantum count

For quantum nuclei, exchange symmetry selects allowed combinations of spin and rotational states. Each symmetry rotation \(R\) permutes identical nuclei. Let \(S_R\) be that permutation acting on the spins, and let \(\epsilon_R\) be \(+1\) or \(-1\) as required by the exchange of bosons or fermions. The operator

\[
P=\frac1\sigma\sum_R\epsilon_R\,S_R\otimes R
\]

projects onto the allowed states. The spin-rotation sum is therefore

\[
Z=\operatorname{Tr}\left(Pe^{-H/T}\right)
=\frac1\sigma\sum_R\epsilon_R\operatorname{Tr}(S_R)\operatorname{Tr}\left(Re^{-H/T}\right).
\]

The identity contributes \(gq_1/\sigma\). Any other \(R\) joins orientations separated by a finite angle. By equation (2), the thermal kernel becomes concentrated at zero separation as \(T\) rises, so these terms vanish relative to the first. Consequently

\[
Z\to\frac{g\,q_1}{\sigma}=gq .
\]

Nuclear spin changes which rotational levels go with which spin functions, but in the classical limit it leaves the factor \(1/\sigma\) intact.

Permutations that no rotation can produce lead to other labelled frameworks, such as a mirror image with labels. If \(N_p\) permutations of identical nuclei exist, they generate \(N_p/\sigma\) distinct labelled frameworks, including the original one. Symmetrizing over all permutations divides their combined sum \((N_p/\sigma)gq_1\) by \(N_p\), again giving \(gq_1/\sigma\). Tunnelling between frameworks is neglected. For a chiral molecule the mirror image is not among these frameworks: \(q\) then refers to one enantiomer, and a sum over both enantiomers is twice as large.

### A tetrahedral check

For a tetrahedral molecule AX4 the proper rotations are the identity, eight turns by \(\pm120^\circ\) and three by \(180^\circ\), so \(\sigma=12\). A turn by \(\alpha\) has the trace

\[
\chi_J(\alpha)=\sum_{K=-J}^{J}e^{iK\alpha}
=\frac{\sin[(J+\frac12)\alpha]}{\sin(\alpha/2)}
\]

within the \(2J+1\) body-axis states. For spinless X nuclei the number of allowed body-axis states is \(\frac1{12}\sum_R\chi_J(\alpha_R)\). The identity contributes \(2J+1\), while the other traces stay bounded as \(J\) grows. The allowed fraction therefore approaches \(1/12\).

Take X masses of 60000 electron masses, bonds of 4 bohr and \(T=0.002\) hartree. By symmetry each moment is two thirds of \(\sum_a m_ar_a^2\):

\[
I=\tfrac23\cdot4\cdot60000\cdot4^2=2.56\times10^6,\qquad IT=5120.
\]

Stage 2 predicts a relative excess \(1/(8IT)=2.44\times10^{-5}\) over the classical value. The explicit sum over allowed levels, divided by the classical value with \(\sigma=12\), is 1.0000244.

## Stage 5: a precursor with three different moments

Consider a model precursor MX2Y2 with tetrahedral bond directions. The masses of M, X and Y are 50000, 60000 and 2000 electron masses. The M-X and M-Y bonds are 4 and 3 bohr, and \(T=0.002\) hartree, or 631.6 K. These are chosen parameters, not data for a particular compound.

Put M at the origin, the X atoms at \((\pm4\sqrt{2/3},0,4/\sqrt3)\) and the Y atoms at \((0,\pm3\sqrt{2/3},-3/\sqrt3)\). The centre of mass is at

\[
z_{\rm cm}=\frac{120000(4/\sqrt3)-4000(3/\sqrt3)}{174000}=1.55287\ \text{bohr}.
\]

From there the heights of M, X and Y are \(-1.55287\), \(0.75653\) and \(-3.28492\) bohr. The squared sideways displacements are \(x_X^2=32/3\) and \(y_Y^2=6\). The two mirror planes remove the off-diagonal elements of the inertia tensor, so in units of electron mass times bohr squared

\[
\begin{aligned}
I_x&=50000z_M^2+120000z_X^2+4000(y_Y^2+z_Y^2)=2.564\times10^5,\\
I_y&=50000z_M^2+120000(x_X^2+z_X^2)+4000z_Y^2=1.512\times10^6,\\
I_z&=120000x_X^2+4000y_Y^2=1.304\times10^6.
\end{aligned}
\]

Besides the identity, the half-turn about \(z\) exchanges both pairs of atoms. Exchanging one pair alone requires a reflection. Thus \(\sigma=2\), and

\[
q=\frac{\sqrt\pi}{2}(32.026)(77.780)(72.222)=1.594\times10^5.
\]

Direct integration over Euler angles and canonical momenta, using velocities obtained from displaced atomic positions, reproduces \(q_1=3.18867\times10^5\).

### Comparison with quantum levels

The quantum Hamiltonian is \(\sum_iJ_i^2/(2I_i)\). Written with ladder operators, \(J_x^2\) and \(J_y^2\) change the body projection \(K\) by 0 or \(\pm2\), so the parity of \(K\) is conserved. The half-turn about \(z\) multiplies a state by \((-1)^K\). If X and Y are spinless, even \(K\) alone is allowed.

Summing those levels gives \(1.59442\times10^5\), a relative excess of \(5.50\times10^{-5}\) over the classical value. At \(T=2\times10^{-4}\) and \(2\times10^{-5}\) hartree the excess is \(5.50\times10^{-4}\) and \(5.52\times10^{-3}\). Over this range it is close to \(c/T\), with \(c\simeq1.10\times10^{-7}\) hartree, the same temperature dependence as derived for the spherical top.

Now give X spin 3/2 and Y spin 1/2. There are \(4^2\cdot2^2=64\) spin states. The double exchange leaves \(4\cdot2=8\) of them fixed, so there are \((64+8)/2=36\) symmetric and \((64-8)/2=28\) antisymmetric combinations. Two fermion pairs are exchanged at once, so the required sign is \((-1)^2=+1\). Symmetric spin functions go with even \(K\), antisymmetric ones with odd \(K\). The full sum divided by \(q\) is 64.0035, which is \(g=64\) apart from the same small quantum excess.

### Where division by two fails

At \(T=5\times10^{-7}\) hartree, about 0.16 K, the levels with even \(K\) carry 0.5945 of the unrestricted sum. Taking half of that sum would be too low for spinless nuclei. Here \(2I_xT=0.26\), and the other two products are 1.5 and 1.3. Few levels are occupied, and the allowed ground state \(J=0\) has a large share. This is the cold limit of Stage 1 in three dimensions.

## Thermodynamic consequences

Since \(\ln q=\text{constant}+\tfrac32\ln T\), the rotational contributions per molecule are

\[
F=-T\ln q,\qquad
U=T^2\frac{d\ln q}{dT}=\frac32T,\qquad
C=\frac{dU}{dT}=\frac32,\qquad
S=\frac{U-F}{T}=\ln q+\frac32.
\]

The symmetry number is independent of temperature. It leaves \(U\) and \(C\) unchanged, lowers \(S\) by \(\ln\sigma\) and raises \(F\) by \(T\ln\sigma\). For MX2Y2,

\[
\begin{aligned}
S&=11.979+1.5=13.479\,k=112.07\ \text{J/(mol K)},\\
F&=-0.002\times11.979=-0.02396\ \text{hartree}=-62.90\ \text{kJ/mol}.
\end{aligned}
\]

The entropy lowering due to symmetry is \(0.693\,k\).

The observed quantum correction also explains the small differences in these quantities. With \(\ln q\simeq\ln q_{\rm cl}+c/T\), where \(q_{\rm cl}\) is the classical value, one finds \(U\simeq\tfrac32T-c\) and \(F\simeq F_{\rm cl}-c\). The shift \(c\) cancels in \(S=(U-F)/T\). Accordingly the level sum gives \(U=0.0029999\) hartree instead of 0.0030000, while its entropy agrees with the classical one to the printed digits.

These figures describe a rigid model. In a real precursor at several hundred kelvin, a ligand that turns about its bond needs a separate treatment, and a soft bending mode makes the moments depend on the vibrational state. Such errors need not diminish as \(T\) rises, so a small quantum correction does not by itself justify the rigid-rotor assumption. The numerical output gives the remaining digits.

## Numbers as computed

```
masses M, X, Y: 50000, 60000, 2000 electron masses
bond lengths M-X, M-Y: 4.0, 3.0 bohr
kT: 0.0020 hartree = 631.6 K
centre of mass on z, measured from M: 1.55287 bohr
moment Ix: 2.564138e+05 electron mass bohr^2
moment Iy: 1.512414e+06 electron mass bohr^2
moment Iz: 1.304000e+06 electron mass bohr^2
factor sqrt(2 Ix kT): 32.0259 (no unit)
factor sqrt(2 Iy kT): 77.7795 (no unit)
factor sqrt(2 Iz kT): 72.2219 (no unit)
symmetry number MX2Y2: 2 (no unit)
symmetry number planar AB3: 6 (no unit)
symmetry number pyramidal AB3: 3 (no unit)
symmetry number tetrahedral AX4: 12 (no unit)
q with sigma=1, formula: 3.188671e+05 (no unit)
q with sigma=1, phase-space quadrature: 3.188671e+05 (no unit)
q classical, with symmetry number: 1.594336e+05 (no unit)
q quantum, even K only: 1.594423e+05 (no unit)
kT=2.0e-05 hartree: q quantum/classical - 1 = 5.5241e-03 (no unit)
kT=2.0e-04 hartree: q quantum/classical - 1 = 5.5028e-04 (no unit)
kT=2.0e-03 hartree: q quantum/classical - 1 = 5.5007e-05 (no unit)
cold case kT: 5.0e-07 hartree = 0.1579 K
cold case even-K fraction of q: 0.5945 (no unit)
spins of X and Y: 1.5, 0.5 (units of hbar)
spin states total, with even K, with odd K: 64, 36, 28 (counts)
spin-rotation sum / classical q: 64.00352 (no unit)
AX4 quantum/classical q with sigma=12: 1.0000244 (no unit)
U classical: 0.0030000 hartree
U quantum: 0.0029999 hartree
C quantum: 1.5000000 k
S classical: 13.479383 k = 112.074 J/(mol K)
S quantum: 13.479383 k
entropy lowering ln(sigma): 0.693147 k
F classical: -0.023959 hartree = -62.904 kJ/mol
```
